# Counting spin multiplets of d^6 and f^9 for state averaging: a program that tests the result

```python
# Result under test: N electrons in n spatial orbitals form
#   g(S) = (2S+1)/(n+1) * C(n+1, N/2-S) * C(n+1, N/2+S+1)
# spin multiplets of spin S (each counted once, not 2S+1 times).
# d^6: 5 quintets, 45 triplets, 50 singlets.
# f^9: 21 sextets, 224 quartets, 490 doublets.
# Symbols: two_s = 2S, M = spin projection, L = orbital angular momentum.
# Independent roads: diagonalization of S^2 on explicit determinants,
# counting by M_L and M_S, and an ab initio 3d^6 calculation on Fe2+.
from collections import Counter
from itertools import combinations
from math import comb
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1, spin_op

SPIN_NAME = {0: "singlet", 1: "doublet", 2: "triplet",
             3: "quartet", 4: "quintet", 5: "sextet"}
L_LETTER = "SPDFGHIKLMNOQ"


def formula_counts(n, N):
    """Closed formula for every allowed spin."""
    counts = {}
    for two_s in range(N % 2, N + 1, 2):
        a, b = (N + two_s) // 2, (N - two_s) // 2
        if a <= n:
            top = (two_s + 1) * comb(n + 1, b) * comb(n + 1, a + 1)
            assert top % (n + 1) == 0
            counts[two_s] = top // (n + 1)
    return counts


def sector(n, a, b):
    """All determinants with a spin-up and b spin-down electrons."""
    if a > n or b < 0:
        return []
    return [(frozenset(u), frozenset(d))
            for u in combinations(range(n), a)
            for d in combinations(range(n), b)]


def diagonalized_counts(n, N):
    """Count S^2 eigenvalues at lowest M >= 0; also average occupations.

    With the two spin orbitals of each spatial orbital kept adjacent,
    the raising operator flips a lone down spin with sign +1.
    """
    a, b = (N + 1) // 2, N // 2
    m = (a - b) / 2
    dets = sector(n, a, b)
    index = {d: k for k, d in enumerate(sector(n, a + 1, b - 1))}
    raising = np.zeros((len(index), len(dets)))
    for col, (up, down) in enumerate(dets):
        for p in down - up:
            raising[index[(up | {p}, down - {p})], col] = 1.0
    s_squared = raising.T @ raising + m * (m + 1) * np.eye(len(dets))
    values, vectors = np.linalg.eigh(s_squared)
    two_s = np.rint(np.sqrt(1 + 4 * np.abs(values)) - 1).astype(int)
    assert np.allclose(values, two_s * (two_s + 2) / 4, atol=1e-8)
    filling = np.array([[(p in u) + (p in d) for p in range(n)]
                        for u, d in dets], dtype=float)
    occupations = {}
    for t in set(two_s.tolist()):
        weights = (vectors[:, two_s == t] ** 2).mean(axis=1)
        occupations[t] = weights @ filling
    return dict(Counter(two_s.tolist())), occupations


def ls_terms(l, N):
    """Number of LS terms from the table of M_L and M_S."""
    spin_orbitals = [(m, s) for m in range(-l, l + 1) for s in (1, -1)]
    table = Counter()
    for occ in combinations(spin_orbitals, N):
        table[(sum(o[0] for o in occ), sum(o[1] for o in occ))] += 1
    terms = {}
    for L in range(0, l * N + 1):
        for t in range(N % 2, N + 1, 2):
            k = (table[(L, t)] - table[(L + 1, t)]
                 - table[(L, t + 2)] + table[(L + 1, t + 2)])
            assert k >= 0
            if k:
                terms[(L, t)] = k
    return terms, table


# Formula against diagonalization for every filling of small shells
for n_small in range(1, 5):
    for N_small in range(0, 2 * n_small + 1):
        found, _ = diagonalized_counts(n_small, N_small)
        assert found == formula_counts(n_small, N_small)

claimed = {"d^6": {4: 5, 2: 45, 0: 50}, "f^9": {5: 21, 3: 224, 1: 490}}
all_terms = {}
for name, l, N in (("d^6", 2, 6), ("f^9", 3, 9)):
    n = 2 * l + 1
    counts = formula_counts(n, N)
    found, occupations = diagonalized_counts(n, N)
    terms, table = ls_terms(l, N)
    all_terms[name] = terms
    assert counts == found == claimed[name]
    for occ in occupations.values():
        assert np.allclose(occ, N / n, atol=1e-9)
    microstates = sum(table.values())
    total = sum((t + 1) * g for t, g in counts.items())
    assert total == microstates == comb(2 * n, N)
    print(f"{name}: orbitals {n}, electrons {N}")
    for t in sorted(counts, reverse=True):
        in_sector = sum(v for (ml, ms), v in table.items() if ms == t)
        assert in_sector == comb(n, (N + t) // 2) * comb(n, (N - t) // 2)
        from_terms = sum((2 * L + 1) * k
                         for (L, s), k in terms.items() if s == t)
        assert from_terms == counts[t]
        n_terms = sum(k for (L, s), k in terms.items() if s == t)
        print(f"  {SPIN_NAME[t]}s: {counts[t]}; LS terms {n_terms}; "
              f"microstates {(t + 1) * counts[t]}; "
              f"determinants at M={t / 2:.1f}: {in_sector}")
    print(f"  sum of multiplets {sum(counts.values())}, "
          f"total microstates {total}")
    print(f"  average electrons per orbital, each full spin set: {N / n:.4f}")

# Free Fe2+ ion with spherical orbitals
mol = gto.M(atom="Fe 0 0 0", basis="def2-svp", charge=2, spin=0, verbose=0)
is_d_ao = np.array(["d" in label[2] for label in mol.ao_labels(fmt=None)])


def split_orbitals(energy, coeff):
    """Indices of the nine closed-shell orbitals and the five 3d orbitals."""
    d_part = (coeff[is_d_ao] ** 2).sum(axis=0) / (coeff ** 2).sum(axis=0)
    order = np.argsort(energy)
    core = [k for k in order if d_part[k] < 0.5][:9]
    shell = [k for k in order if d_part[k] >= 0.5][:5]
    return core, shell


mf = scf.RHF(mol)


def spherical_occupation(mo_energy=None, mo_coeff=None):
    energy = mf.mo_energy if mo_energy is None else mo_energy
    coeff = mf.mo_coeff if mo_coeff is None else mo_coeff
    core, shell = split_orbitals(energy, coeff)
    occ = np.zeros(len(energy))
    occ[core] = 2.0
    occ[shell] = 6 / 5
    return occ


mf.get_occ = spherical_occupation
mf.conv_tol = 1e-10
mf.max_cycle = 200
mf.kernel()
assert mf.converged
core, shell = split_orbitals(mf.mo_energy, mf.mo_coeff)
c_core, c_shell = mf.mo_coeff[:, core], mf.mo_coeff[:, shell]
dm_core = 2 * c_core @ c_core.T
coulomb, exchange = mf.get_jk(mol, dm_core)
h_core = mf.get_hcore() + coulomb - exchange / 2
h_active = c_shell.T @ h_core @ c_shell
eri = ao2mo.restore(1, ao2mo.kernel(mol, c_shell), 5)

norb, nelec = 5, (3, 3)
h_two = direct_spin1.absorb_h1e(h_active, eri, norb, nelec, 0.5)
size = comb(5, 3) ** 2
hamiltonian = np.zeros((size, size))
spin_matrix = np.zeros((size, size))
for k in range(size):
    unit = np.zeros(size)
    unit[k] = 1.0
    unit = unit.reshape(10, 10)
    hamiltonian[:, k] = direct_spin1.contract_2e(
        h_two, unit, norb, nelec).ravel()
    spin_matrix[:, k] = spin_op.contract_ss(unit, norb, nelec).ravel()
assert np.allclose(hamiltonian, hamiltonian.T, atol=1e-9)
assert np.allclose(hamiltonian @ spin_matrix, spin_matrix @ hamiltonian,
                   atol=1e-7)
s2_values, s2_vectors = np.linalg.eigh(spin_matrix)


def mean_occupations(vectors):
    """Natural occupations of the equally weighted average density."""
    density = sum(direct_spin1.make_rdm1(
        np.ascontiguousarray(v.reshape(10, 10)), norb, nelec)
        for v in vectors.T) / vectors.shape[1]
    return np.linalg.eigvalsh(density)[::-1]


roots, groups = {}, []
for t in (4, 2, 0):
    block = s2_vectors[:, np.abs(s2_values - t * (t + 2) / 4) < 1e-6]
    energies, mix = np.linalg.eigh(block.T @ hamiltonian @ block)
    roots[t] = block @ mix
    assert len(energies) == formula_counts(5, 6)[t]
    assert np.allclose(mean_occupations(roots[t]), 6 / 5, atol=1e-6)
    cuts = np.where(np.diff(energies) > 1e-5)[0] + 1
    for level in np.split(energies, cuts):
        assert np.ptp(level) < 1e-6
        groups.append((level.mean(), t, len(level)))

# Degeneracies of the ab initio roots must reproduce the LS term count
observed = Counter(((g - 1) // 2, t) for _, t, g in groups)
assert all(g % 2 == 1 for _, _, g in groups)
assert dict(observed) == all_terms["d^6"]
groups.sort()
assert groups[0][1:] == (4, 5)

to_ev = physical_constants["Hartree energy in eV"][0]
print("Fe2+ 3d^6, def2-SVP, six electrons in five 3d orbitals:")
print(f"  determinants at M=0: {size}")
for energy, t, g in groups:
    print(f"  term {t + 1}{L_LETTER[(g - 1) // 2]}: roots {g}, "
          f"energy {(energy - groups[0][0]) * to_ev:.3f} eV")

first_triplet = min(g for g in groups if g[1] == 2)
whole_term = mean_occupations(roots[2][:, :first_triplet[2]])
assert np.allclose(whole_term, 6 / 5, atol=1e-5)
cut_set = mean_occupations(roots[4][:, :3])
assert np.allclose(cut_set, [4 / 3] * 3 + [1, 1], atol=1e-6)


def show(values):
    return " ".join(f"{v:.4f}" for v in values)


print("Natural 3d occupations (electrons) of averaged densities:")
print("  all 5 quintets:", show(mean_occupations(roots[4])))
print("  3 of 5 quintets:", show(cut_set))
print("  all 45 triplets:", show(mean_occupations(roots[2])))
print(f"  lowest triplet term, {first_triplet[2]} roots:", show(whole_term))
print("  all 50 singlets:", show(mean_occupations(roots[0])))
print("verified")
```

Printed output:

```
d^6: orbitals 5, electrons 6
  quintets: 5; LS terms 1; microstates 25; determinants at M=2.0: 5
  triplets: 45; LS terms 7; microstates 135; determinants at M=1.0: 50
  singlets: 50; LS terms 8; microstates 50; determinants at M=0.0: 100
  sum of multiplets 100, total microstates 210
  average electrons per orbital, each full spin set: 1.2000
f^9: orbitals 7, electrons 9
  sextets: 21; LS terms 3; microstates 126; determinants at M=2.5: 21
  quartets: 224; LS terms 24; microstates 896; determinants at M=1.5: 245
  doublets: 490; LS terms 46; microstates 980; determinants at M=0.5: 735
  sum of multiplets 735, total microstates 2002
  average electrons per orbital, each full spin set: 1.2857
Fe2+ 3d^6, def2-SVP, six electrons in five 3d orbitals:
  determinants at M=0: 100
  term 5D: roots 5, energy 0.000 eV
  term 3H: roots 11, energy 2.642 eV
  term 3P: roots 3, energy 2.945 eV
  term 3F: roots 7, energy 3.038 eV
  term 3G: roots 9, energy 3.349 eV
  term 1I: roots 13, energy 3.964 eV
  term 1G: roots 9, energy 4.175 eV
  term 3D: roots 5, energy 4.338 eV
  term 1S: roots 1, energy 4.875 eV
  term 1D: roots 5, energy 5.236 eV
  term 1F: roots 7, energy 6.083 eV
  term 3F: roots 7, energy 7.196 eV
  term 3P: roots 3, energy 7.289 eV
  term 1G: roots 9, energy 8.136 eV
  term 1D: roots 5, energy 11.032 eV
  term 1S: roots 1, energy 14.272 eV
Natural 3d occupations (electrons) of averaged densities:
  all 5 quintets: 1.2000 1.2000 1.2000 1.2000 1.2000
  3 of 5 quintets: 1.3333 1.3333 1.3333 1.0000 1.0000
  all 45 triplets: 1.2000 1.2000 1.2000 1.2000 1.2000
  lowest triplet term, 11 roots: 1.2000 1.2000 1.2000 1.2000 1.2000
  all 50 singlets: 1.2000 1.2000 1.2000 1.2000 1.2000
verified
```
